# Half-filled square and honeycomb lattice energies as benchmarks for zone integration

**Examination question: half-filled band energies of the square and honeycomb lattices as benchmarks for zone integration**

Non-interacting spin-½ electrons hop with amplitude $-t$ ($t>0$) between nearest neighbours, with one electron per site. With $k_i=\mathbf k\cdot\mathbf a_i$ for primitive vectors $\mathbf a_i$, the square lattice has one band, $\varepsilon=-2t(\cos k_1+\cos k_2)$. The honeycomb lattice has two sites per cell and two bands, $\varepsilon=\pm t|f|$ with $f=1+e^{ik_1}+e^{ik_2}$. The symbol $\langle\cdot\rangle$ is the average over $k_1,k_2\in[0,2\pi)$ and over the bands, so $2\langle\varepsilon\,n\rangle$ is the energy per site, spin included, for occupations $n$. An $N\times N$ mesh means $k_i=2\pi j_i/N$, with spacing $h=2\pi/N$. Errors are measured from the exact ground-state energy $E_0$ of the infinite lattice.

(a) Find the chemical potential $\mu$, the square-lattice $E_0$, and its density of states $g(\varepsilon)$ per site and spin, with the form of $g$ near $\mu$.

(b) Reduce the honeycomb $E_0$ to one integral and evaluate it.

(c) Find the plain mesh sum $E_N$ of the square lattice for even $N$, and its error.

(d) Find the leading error of $E_N$ for the honeycomb lattice.

(e) For Fermi-Dirac smearing of width $\sigma\ll t$, find the leading errors of the energy $E$ and of $F=E-\sigma S$ on both lattices. Does $(E+F)/2$ remove them?

(f) Each mesh cell is cut along $(1,1)$ into two triangles, on which $\varepsilon$ is interpolated linearly. Find the leading error of this method and a correction for it.

(g) Evaluate the method of (f) exactly at half filling on both lattices.

**Answer (a).** The spectrum is symmetric: the shift $\mathbf k\to\mathbf k+(\pi,\pi)$ reverses the square-lattice $\varepsilon$, and the honeycomb bands come as $\pm$ pairs. The Fermi function at $\mu=0$ obeys $n(\varepsilon)+n(-\varepsilon)=1$, so $2\langle n\rangle=1$ and $\mu=0$ at every $\sigma$. At $\sigma=0$, $2\min(\varepsilon,0)=\varepsilon-|\varepsilon|$ and $\langle\varepsilon\rangle=0$ give
$$E_0=-\langle|\varepsilon|\rangle .$$

With $u=(k_1+k_2)/2$ and $v=(k_1-k_2)/2$ the sum of cosines becomes $\varepsilon=-4t\cos u\cos v$. Any function of $\varepsilon$ has a Fourier series in $e^{i(pu+qv)}$ with $p+q$ even, since $\varepsilon$ is unchanged by $(u,v)\to(u+\pi,v+\pi)$. Each term equals $e^{i(p+q)k_1/2}e^{i(p-q)k_2/2}$ with integer frequencies, so the zone average keeps only $p=q=0$: $u$ and $v$ may be averaged independently. The mean of $|\cos u|$ is $2/\pi$, so
$$E_0^{\rm sq}=-4t\left(\frac2\pi\right)^2=-\frac{16t}{\pi^2}=-1.6211389\,t .$$

For $g(\varepsilon)=\langle\delta(\varepsilon+4t\cos u\cos v)\rangle$, the $u$ average has two roots, each of weight $1/(2\pi|4t\cos v\sin u|)$, and gives $1/\big(\pi\sqrt{16t^2\cos^2v-\varepsilon^2}\big)$. Put $m=1-\varepsilon^2/16t^2$; the radicand is $16t^2(m-\sin^2v)$. Average over one period $\pi$ of $v$ with $\sin v=\sqrt m\sin\phi$, for which the root is $4t\sqrt m\cos\phi$ and $dv=\sqrt m\cos\phi\,d\phi/\sqrt{1-m\sin^2\phi}$:
$$g(\varepsilon)=\frac{1}{4\pi^2t}\int_{-\pi/2}^{\pi/2}\frac{d\phi}{\sqrt{1-m\sin^2\phi}}=\frac{K(m)}{2\pi^2t}.$$
For small $\kappa=\sqrt{1-m}=|\varepsilon|/4t$, the substitution $s=\cot\phi$ gives $K=\int_0^\infty ds/\sqrt{(1+s^2)(s^2+\kappa^2)}$. The map $s\to\kappa/s$ leaves the integrand times $ds$ unchanged, so $K$ is twice the integral up to $\sqrt\kappa$. There $1+s^2\approx1$, and $K\approx2\,\mathrm{arsinh}(\kappa^{-1/2})\approx\ln(4/\kappa)$. Hence
$$g(\varepsilon)\approx\frac{1}{2\pi^2t}\ln\frac{16t}{|\varepsilon|},$$
a van Hove singularity exactly at $\mu$.

**Answer (b).** Write $1+e^{ik_1}=r\,e^{ik_1/2}$ with $r=2\cos(k_1/2)\ge0$ for $|k_1|\le\pi$. Then $|f|=|r+e^{i\theta}|$ with $\theta=k_2-k_1/2$, and $|r+e^{i\theta}|^2=(1+r)^2-4r\sin^2(\theta/2)$. The average over $\theta$ is a complete elliptic integral of the second kind, $\mathcal E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\phi}\,d\phi$, and the result is even in $k_1$:
$$E_0^{\rm hc}=-\frac{t}{\pi}\int_0^{\pi}dk_1\,\frac{2}{\pi}(1+r)\,\mathcal E\!\left(\frac{4r}{(1+r)^2}\right).$$
At $r=1$, that is $k_1=2\pi/3$, the argument reaches 1 because the line of integration over $k_2$ meets a zero of $f$, and the integrand is not analytic. The quadrature is split there:
$$E_0^{\rm hc}=-(1.2110176843+0.3635795532)\,t=-1.5745972375\,t .$$
The expression $\big[\tfrac{3}{16}2^{1/3}\Gamma(\tfrac13)^6+\tfrac{27}{4}2^{2/3}\Gamma(\tfrac23)^6\big]/\pi^4$ gives the same sixteen digits, $1.574597237551894$; this agreement is numerical, it is not derived here, and nothing below uses it.

The Cauchy-Schwarz inequality bounds $|E_0|$ by $\langle\varepsilon^2\rangle^{1/2}$. Cross terms average to zero, so the bounds are $2t$ (square) and $\sqrt3\,t=1.732\,t$ (honeycomb); both energies respect them.

**Answer (c).** On the mesh $|\varepsilon|=4t|\cos(\pi p/N)||\cos(\pi q/N)|$ with $p=j_1+j_2$, $q=j_1-j_2$, both defined modulo $N$. For even $N$, $p$ and $q$ have equal parity. The map $(j_1,j_2)\to(p,q)$ is additive and sends only $(0,0)$ and $(N/2,N/2)$ to zero, so it is two-to-one, and its $N^2/2$ images exhaust the $N^2/2$ equal-parity pairs. With $S_e$, $S_o$ the sums of $|\cos(\pi p/N)|$ over even and odd $p$,
$$E_N=-\frac{8t}{N^2}(S_e^2+S_o^2).$$
A geometric series gives, for $M=N/2$,
$$\sum_{l=0}^{M-1}\sin\frac{\pi(l+\alpha)}{M}=\mathrm{Im}\,\frac{2e^{i\pi\alpha/M}}{1-e^{i\pi/M}}=\frac{\cos[\pi(\alpha-\frac12)/M]}{\sin(\pi/2M)},$$
which is $\cot(\pi/N)$ for $\alpha=0$ and $\csc(\pi/N)$ for $\alpha=\frac12$. Since $|\cos(\pi p/N)|=|\sin(\pi(p+M)/N)|$, these two values are $S_e$ and $S_o$ in an order set by the parity of $M$. Use $\cot^2=\csc^2-1$. Inverting $\sin^2x=x^2(1-x^2/3+2x^4/45-\dots)$ gives $\csc^2x=x^{-2}+\frac13+\frac{x^2}{15}+\dots$, since $\frac19-\frac2{45}=\frac1{15}$. Therefore
$$E_N=-\frac{8t}{N^2}\Big(2\csc^2\frac\pi N-1\Big)=E_0^{\rm sq}+\frac{8t}{3N^2}-\frac{16\pi^2t}{15N^4}+\dots$$
For $N=24$: $2.6667/576-10.5276/24^4=4.630\times10^{-3}-0.032\times10^{-3}=4.598\times10^{-3}$, the error in $t$ of the computed $E_{24}=-1.61654113\,t$. For a smooth periodic integrand the mesh error would fall faster than any power of $1/N$; the kink of $|\varepsilon|$ on the Fermi line is what leaves a power law.

**Answer (d).** Expand $|f|=\sum_{\mathbf n}c(\mathbf n)e^{i\mathbf n\cdot\mathbf k}$. The mesh average of $e^{i\mathbf n\cdot\mathbf k}$ is 1 if both $n_i$ are multiples of $N$ and 0 otherwise, so $E_N-E_0=-t\sum_{\mathbf n\ne0}c(N\mathbf n)$. Smooth parts of $|f|$ have coefficients that fall faster than any power, so the large-$\mathbf n$ form comes from the zeros $\pm\mathbf K$, $\mathbf K=(2\pi/3,-2\pi/3)$. With $\omega=e^{2\pi i/3}$ and $\mathbf k=\mathbf K+\mathbf q$, $f\approx i(\omega q_1+\bar\omega q_2)$, and $2\,\mathrm{Re}\,\omega^2=-1$ gives
$$|f|^2\approx q_1^2+q_2^2-q_1q_2=\mathbf q^TA\mathbf q,\qquad \det A=\tfrac34,\qquad \mathbf n^TA^{-1}\mathbf n=\tfrac43Q,$$
with $Q=n_1^2+n_1n_2+n_2^2$.

The transform of a cone follows from a damped integral. In polar coordinates $\int d^2p\,p^{-1}e^{-sp+i\mathbf p\cdot\mathbf r}=\int_0^{2\pi}d\theta/(s-ir\cos\theta)$. The imaginary part cancels, and $w=\tan\theta$ turns the real part into $4\int_0^\infty s\,dw/(s^2w^2+s^2+r^2)=2\pi/\sqrt{s^2+r^2}$. Two derivatives in $s$ supply $p^2$:
$$\int d^2p\,|p|\,e^{-sp+i\mathbf p\cdot\mathbf r}=2\pi\frac{2s^2-r^2}{(s^2+r^2)^{5/2}}\;\longrightarrow\;-\frac{2\pi}{r^3}\quad(r\gg s).$$
Set $\mathbf p=A^{1/2}\mathbf q$, so that $d^2q=(2/\sqrt3)\,d^2p$ and $r^2=\frac43Q$. Each cone contributes
$$\frac{1}{4\pi^2}\cdot\frac{2}{\sqrt3}\cdot(-2\pi)\cdot\frac{3\sqrt3}{8}\,Q^{-3/2}=-\frac{3}{8\pi}Q^{-3/2}$$
times $e^{\mp i\mathbf n\cdot\mathbf K}$. Adding both, with $Q(N\mathbf n)=N^2Q(\mathbf n)$,
$$E_N-E_0\approx\frac{3t}{4\pi N^3}\sum_{\mathbf n\neq0}\frac{\cos[2\pi N(n_1-n_2)/3]}{Q^{3/2}} .$$
If 3 divides $N$ the cosine is 1. The lattice sum $Z=\sum_{\mathbf n\ne0}Q^{-3/2}$, summed term by term for $Q\le400^2$ with the tail replaced by its integral $4\pi/(400\sqrt3)$, is $11.03418$, and the coefficient is $3Z/4\pi=2.6342$. Otherwise the cosine is 1 for $n_1=n_2+3l$ and $-\frac12$ elsewhere. On that sublattice $Q=3(n_2^2+3n_2l+3l^2)=3Q(n_2+l,\,l)$, so its sum is $Z/3^{3/2}$, and the total is $\frac32Z/3^{3/2}-\frac12Z=\frac12(3^{-1/2}-1)Z$. Thus
$$E_N-E_0\approx\frac{2.6342\,t}{N^3}\ \ (3\,|\,N),\qquad -\frac{0.5567\,t}{N^3}\ \ (3\nmid N).$$

The next term of $|f|$ near $\mathbf K$ (trigonal warping) is a cubic form divided by the cone: degree two and odd in $\mathbf q$. Its transform $\chi(\mathbf n)$ has degree $-4$ and is odd. Because $|f(-\mathbf k)|=|f(\mathbf k)|$, the two cones add to $-2i\sin(\mathbf n\cdot\mathbf K)\chi(\mathbf n)$, which vanishes at $N\mathbf n$ when $3\,|\,N$ and otherwise allows a relative correction of order $1/N$. The computed errors show this. At $N=24$ the error is $1.898\times10^{-4}t$, 0.4% below the law's $1.906\times10^{-4}t$. At $N=25$ it is $-4.173\times10^{-5}t$, 17% larger in size than the law's $-3.563\times10^{-5}t$; eliminating a $1/N$ term between $N=202$ and $400$, which have the same residue modulo 3 and hence the same sine factors, returns $-0.5567$. The extrapolation $(8E_{600}-E_{300})/7=-1.57459723755\,t$ confirms (b) without elliptic integrals.

**Answer (e).** Let $x=\varepsilon/\sigma$, $n=1/(e^x+1)$ and $S=-2\langle n\ln n+(1-n)\ln(1-n)\rangle$. From $\ln(1-n)=-\ln(1+e^{-x})$ and $\ln n=-x-\ln(1+e^{-x})$, the entropy of one level is $xn+\ln(1+e^{-x})$, so $F=-2\sigma\langle\ln(1+e^{-x})\rangle$. Differentiating at fixed $\varepsilon$ gives $dF/d\sigma=-2\langle\ln(1+e^{-x})+xn\rangle=-S$, hence $E=F-\sigma\,dF/d\sigma$. For $x<0$, $\ln(1+e^{|x|})=|x|+\ln(1+e^{-|x|})$, and the $|x|$ terms build $E_0$:
$$F-E_0=-4\sigma\int_0^\infty g(\varepsilon)\ln(1+e^{-\varepsilon/\sigma})\,d\varepsilon .$$
Only $\varepsilon\lesssim\sigma$ contributes. Expanding the logarithm in powers of $e^{-x}$ gives
$$\int_0^\infty x^s\ln(1+e^{-x})\,dx=\Gamma(s+1)\,\eta(s+2),\qquad \eta(z)=\sum_{j\ge1}\frac{(-1)^{j+1}}{j^{z}},$$
with $\eta(2)=\pi^2/12$ and $\eta(3)=\frac34\zeta(3)$.

If $F-E_0\propto\sigma^p$, then $E-E_0=(1-p)(F-E_0)$, and $[E+(p-1)F]/p$ cancels the leading error. A constant $g$ gives $p=2$ and the rule $(E+F)/2$. Neither lattice has a constant $g$ at $\mu$.

*Square.* Write $\ln(16t/\varepsilon)=L-\ln x$ with $L=\ln(16t/\sigma)$. The $s$-derivative at $s=0$, with $\Gamma'(1)=-\gamma$, gives $-\int\ln x\,\ln(1+e^{-x})dx=\gamma\eta(2)-\eta'(2)=\frac{\pi^2}{12}C$, where $C=\gamma-12\eta'(2)/\pi^2=0.454029$ for $\eta'(2)=0.101317$. The prefactor is $4\sigma^2/(2\pi^2t)\cdot\pi^2/12=\sigma^2/6t$, and $\sigma\,dL/d\sigma=-1$:
$$F-E_0\approx-\frac{\sigma^2}{6t}(L+C),\qquad E-E_0\approx\frac{\sigma^2}{6t}(L+C-1),\qquad \frac{E+F}{2}-E_0\approx-\frac{\sigma^2}{12t}.$$
The average removes the logarithm but leaves an error of order $\sigma^2$. At $\sigma=0.1\,t$, $L=5.07517$ and $F-E_0\approx-(0.01/6)(5.5292)\,t=-9.215\times10^{-3}t$, against $-9.217\times10^{-3}t$ from an $N=900$ mesh. The same mesh gives $E-E_0=7.554\times10^{-3}t$ (law $7.549\times10^{-3}t$) and $-8.32\times10^{-4}t$ for the average (law $-8.33\times10^{-4}t$).

*Honeycomb.* The region $t|f|<\varepsilon$ is two ellipses, each of area $\pi(\varepsilon/t)^2\cdot2/\sqrt3$, in a zone of area $4\pi^2$: $\varepsilon^2/(\sqrt3\pi t^2)$ states per cell. Differentiating and dividing by two sites gives $g\approx|\varepsilon|/(\sqrt3\pi t^2)$. With $s=1$, $p=3$:
$$F-E_0\approx-\frac{\sqrt3\,\zeta(3)}{\pi}\frac{\sigma^3}{t^2}=-0.66273\,\frac{\sigma^3}{t^2},\qquad E-E_0\approx-2(F-E_0).$$
The average $(E+F)/2$ keeps half of $|F-E_0|$; the right combination is $(E+2F)/3$. At $\sigma=0.02\,t$ the law gives $-0.66273\times8\times10^{-6}=-5.302\times10^{-6}$ in $t$, against the computed $-5.306\times10^{-6}t$. The errors of $(E+F)/2$ and $(E+2F)/3$ are $2.66\times10^{-6}t$ and $3.1\times10^{-9}t$. At $\sigma=0.1\,t$ the computed $F-E_0=-6.79\times10^{-4}t$ exceeds the law's $-6.63\times10^{-4}t$ by 2.5% of the latter. The warping term is odd in $\mathbf q$ and drops out of the enclosed area at first order, so the next term of $g$ is cubic and $(E+2F)/3$ errs at order $\sigma^5$. The computed ratio $1.302\times10^{-5}/3.077\times10^{-9}\approx4.2\times10^3$ is larger than $5^5=3125$, so at $\sigma=0.1\,t$ the $\sigma^5$ term alone is not yet accurate.

These laws assume a converged mesh. At $N=24$, $\sigma=0.1\,t$, the honeycomb $(E+2F)/3$ errs by $1.5\times10^{-5}t$, near the $N=900$ value $1.3\times10^{-5}t$ and about twelve times less than the plain sum. The square $(E+F)/2$ errs by $-1.0\times10^{-4}t$, far from the $N=900$ value $-8.3\times10^{-4}t$: a mesh error of about $+7.3\times10^{-4}t$ offsets most of the smearing error, so the small total does not signal convergence.

**Answer (f).** Sort the corner energies, $e_1\le e_2\le e_3$. For $e_1<\mu<e_2$ the filled part is a small triangle at corner 1 whose sides are the fractions $(\mu-e_1)/(e_2-e_1)$ and $(\mu-e_1)/(e_3-e_1)$ of two edges. Its area fraction is their product, and the mean of a linear function is the mean of its corner values, $(e_1+2\mu)/3$. For $e_2<\mu<e_3$ the same holds for the empty part at corner 3. The density $D_T$ is the $\mu$-derivative of the filled fraction:
$$D_T=\frac{2(\mu-e_1)}{(e_2-e_1)(e_3-e_1)}\quad\text{or}\quad\frac{2(e_3-\mu)}{(e_3-e_1)(e_3-e_2)} .$$

Let $\varepsilon$ be quadratic on the triangle, with Hessian $H$, and let $\mathbf k=\sum\lambda_i\mathbf k_i$ in barycentric coordinates. Expand $\varepsilon(\mathbf k_i)$ about $\mathbf k$ with $\mathbf y_i=\mathbf k_i-\mathbf k$. Since $\sum\lambda_i\mathbf y_i=0$ the linear term drops, and $\delta\varepsilon=\varepsilon_{\rm lin}-\varepsilon=\frac12\sum_i\lambda_i\mathbf y_i^TH\mathbf y_i$. This equals $\frac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf e_{ij}^TH\mathbf e_{ij}$ with edges $\mathbf e_{ij}=\mathbf y_i-\mathbf y_j$, as expanding the square and using $\sum\lambda_i=1$ shows. The mean of $\lambda_i\lambda_j$ is $(1/24)/(1/2)=1/12$, so
$$\overline{\delta\varepsilon}=\frac1{24}\sum_{\rm edges}\mathbf e^TH\mathbf e .$$
The grand potential $\Omega=2\langle\min(\varepsilon-\mu,0)\rangle=E-\mu\,n_{\rm el}$, with $n_{\rm el}$ electrons per site, changes at first order by $2\langle\theta(\mu-\varepsilon)\,\delta\varepsilon\rangle$, and at leading order in $h$ the triangle mean may replace $\delta\varepsilon$. The edges $(h,0)$, $(0,h)$, $(h,h)$ give $\frac{h^2}{12}(H_{11}+H_{22}+H_{12})$. For the square band $H_{12}=0$ and $H_{11}+H_{22}=-\varepsilon$, so
$$\delta\Omega\approx-\frac{h^2}{12}E(\mu).$$
At $\mu=-t$, where $E=-1.454530\,t$, and $N=480$: $(2\pi/480)^2/12\times1.454530=2.0769\times10^{-5}$, equal to the computed error of $\Omega$ in $t$.

For a general band, $\mathbf e^TH\mathbf e=\nabla\!\cdot[\mathbf e\,(\mathbf e\cdot\nabla\varepsilon)]$. The divergence theorem, with outward normal $\nabla\varepsilon/|\nabla\varepsilon|$, turns the integral over the filled region into $\oint dl\,(\mathbf e\cdot\nabla\varepsilon)^2/|\nabla\varepsilon|=\int d^2k\,\delta(\varepsilon-\mu)(\mathbf e\cdot\nabla\varepsilon)^2$. Inside a triangle $\mathbf e_{ij}\cdot\nabla\varepsilon_{\rm lin}=e_i-e_j$. Subtracting the error gives the two-dimensional form of the Blöchl correction, with $w$ the weight of one triangle in $\langle\cdot\rangle$:
$$\Delta E=-\frac{2}{24}\sum_T w\,D_T(\mu)\sum_{i<j}(e_i-e_j)^2 .$$
This corrects $\Omega$ at fixed $\mu$. It also corrects $E$ at fixed electron number: in $E=\Omega+\mu\,n_{\rm el}$ the shift $\delta\mu$ that restores $n_{\rm el}$ adds $(\partial\Omega/\partial\mu+n_{\rm el})\,\delta\mu=0$ at first order, since $\partial\Omega/\partial\mu=-n_{\rm el}$. At fixed $\mu\ne0$ the error of $E$ contains a further term $\mu\,\delta n_{\rm el}$, which $\Delta E$ does not remove. At $\mu=-t$, $N=480$ the correction reduces the error of $\Omega$ to $-2.6\times10^{-9}t$. The derivation needs a band that is smooth throughout the filled region.

**Answer (g).** *Square, even $N\ge4$,* $w=1/2N^2$. The shift $(\pi,\pi)$ maps the triangulation onto itself and reverses $\varepsilon_{\rm lin}$, so $\mu=0$ and $E_{\rm tri}=\Omega=-\langle|\varepsilon_{\rm lin}|\rangle$. Every mesh point lies in six triangles, so $E_N$ is minus the weighted sum of the corner means of $|\varepsilon|$, and a triangle without a sign change contributes equally to $E_{\rm tri}$ and $E_N$. The corners of a triangle have $(p,q)$, $(p+1,q\pm1)$, $(p+2,q)$. The zeros of $\cos v$ lie at $q\equiv N/2$, and $q$ takes only two adjacent values, so $\cos v$ cannot take both signs. A sign change needs $p+1\equiv N/2$. This selects $N$ cells, or $2N$ triangles, with energies $(-a,0,a)$. With $q=2j_1+1-N/2$, $a=4t\sin(\pi/N)\,|\sin(\pi(2j_1+1)/N)|$. The sum over $j_1=0,\dots,N-1$ runs twice through the $\alpha=\frac12$ series of (c):
$$\sum_T w\,a=\frac{1}{2N^2}\cdot2\cdot4t\sin\frac\pi N\cdot2\csc\frac\pi N=\frac{8t}{N^2}.$$
The zero line splits such a triangle into halves with corners $(\pm a,0,0)$, so the mean of $|\varepsilon_{\rm lin}|$ is $a/3$ where the corner mean is $2a/3$. Exactly,
$$E_{\rm tri}=E_N+\frac{8t}{3N^2},$$
and the leading error is $16t/3N^2$, twice that of the plain sum. It agrees with (f): $(4\pi^2/12N^2)(16t/\pi^2)=16t/3N^2$.

For $\Delta E$, a cut triangle has $D_T=2a/(2a\cdot a)=1/a$ and $\sum(e_i-e_j)^2=6a^2$. The $2N$ triangles with $q\equiv N/2$ have an edge on the Fermi line and energies $(0,0,b)$. Their third corner has $|\cos v|=\sin(\pi/N)$ and $p+1=2j_2+1+N/2$, so $\sum w|b|=8t/N^2$ by the same sum. Here $D_T$ jumps between $0$ and $2/|b|$ at $\mu=0$; the average over $\mu=0^\pm$ is $1/|b|$, and the squares sum to $2b^2$. A one-sided limit gives the same total, because the shift $(\pi,\pi)$ pairs $b$ with $-b$. Since $p$ and $q$ have equal parity, every other triangle has at most one zero corner and $D_T(0^\pm)=0$. Thus
$$\Delta E=-\frac{1}{12}(6+2)\frac{8t}{N^2}=-\frac{16t}{3N^2},\qquad E_{\rm tri}+\Delta E=E_0^{\rm sq}-\frac{16\pi^2t}{15N^4}+\dots$$
For $N=24$: $-1.61654113+2.666667/576=-1.61191150$, and subtracting $5.333333/576=0.00925926$ gives $-1.62117076$, in $t$. The errors in units of $t$ are:

| $N$ | mesh sum | triangle | corrected |
|---|---|---|---|
| 12 | $+1.801\times10^{-2}$ | $+3.652\times10^{-2}$ | $-5.133\times10^{-4}$ |
| 24 | $+4.598\times10^{-3}$ | $+9.227\times10^{-3}$ | $-3.182\times10^{-5}$ |
| 48 | $+1.155\times10^{-3}$ | $+2.313\times10^{-3}$ | $-1.985\times10^{-6}$ |

These exact relations use Fermi lines that are straight and pass through mesh points, and the equal parity of $p$ and $q$. They are derived only for even $N$, the unshifted mesh, half filling and nearest-neighbour hopping.

*Honeycomb.* All corners of the lower band are $\le0$ and all of the upper band $\ge0$, so no triangle is cut, the lower band is filled and $E_{\rm tri}=E_N$. A triangle has at most one corner at a Dirac point, so $D_T(0^\pm)=0$ and $\Delta E=0$. The error stays the $N^{-3}$ law of (d), which the correction cannot reach: the band is not smooth at $\pm\mathbf K$, and the boundary term of (f) on a circle of radius $\rho$ about a cone scales as $h^2\rho$, of order $h^3$ at $\rho\sim h$. At half filling the honeycomb lattice therefore checks only the weights of filled triangles and, if $3\,|\,N$ so that mesh points lie at $\pm\mathbf K$, the handling of a band touching. Even the check of the weights is partial. Unequal corner weights that sum to one go unnoticed if they are tied to the position of a corner in the triangle, because each position runs over all mesh points; if they are tied to the energy order used in (f), they in general change the energy. Cut triangles are checked only by the square lattice, and for even $N$ on the unshifted mesh at half filling only in the symmetric form $(-a,0,a)$; general cuts appear for odd $N$, where $\mu=0$ gives half filling only up to a mesh error, or at $\mu\ne0$, as in (f).

The numerical check carries out the tests and gives the numbers used here.

## Calculated quantities

```
model t = 1; all energies per site incl. spin, in units of t
square E0 = -16/pi^2 = -1.6211389383 t; rms bound 2.000000 t
honeycomb integral pieces r>1, r<1: 1.2110176843, 0.3635795532 t
honeycomb E0 (elliptic) = -1.574597237551894 t; rms bound 1.732051 t
honeycomb E0 (Gamma form) = -1.574597237551894 t
honeycomb E0 (mesh 300,600 extrapolated) = -1.57459723755 t
lattice sum Z = 11.03418 (direct), 11.03418 (zeta product)
hc mesh coefficient 3|N: law 2.6342 t, N=300 gives 2.6341 t
hc mesh coefficient other N: law -0.5567 t, numerical -0.5567 t
square coefficients 8/3 = 2.6667, 16/3 = 5.3333, 16pi^2/15 = 10.5276 t
sq N=12: mesh -1.60313369, triangle -1.58461517, corrected -1.62165221 t
sq N=12 errors: +1.801e-02, +3.652e-02, -5.133e-04 t
sq N=24: mesh -1.61654113, triangle -1.61191150, corrected -1.62117076 t
sq N=24 errors: +4.598e-03, +9.227e-03, -3.182e-05 t
sq N=48: mesh -1.61998352, triangle -1.61882611, corrected -1.62114092 t
sq N=48 errors: +1.155e-03, +2.313e-03, -1.985e-06 t
hc N=12: mesh=triangle -1.57309532, error +1.502e-03, law +1.524e-03 t
hc N=24: mesh=triangle -1.57440745, error +1.898e-04, law +1.906e-04 t
hc N=25: mesh=triangle -1.57463897, error -4.173e-05, law -3.563e-05 t
hc N=48: mesh=triangle -1.57457344, error +2.379e-05, law +2.382e-05 t
eta'(2) = 0.101317, C = 0.454029, zeta(3) = 1.202057
hc DOS slope = 0.183776 /t^2, sqrt3 zeta(3)/pi = 0.662729
sigma = 0.1 t, N=900, L = ln(16t/sigma) = 5.07517
 sq E-E0 +7.5537e-03 (law +7.5487e-03) t
 sq F-E0 -9.2172e-03 (law -9.2153e-03) t
 sq (E+F)/2-E0 -8.3175e-04 (law -8.3333e-04) t
 hc E-E0 +1.3979e-03 (law +1.3255e-03) t
 hc F-E0 -6.7940e-04 (law -6.6273e-04) t
 hc (E+F)/2-E0 +3.592e-04, (E+2F)/3-E0 +1.302e-05 t
sigma = 0.02 t, N=900, L = ln(16t/sigma) = 6.68461
 sq E-E0 +4.0926e-04 (law +4.0924e-04) t
 sq F-E0 -4.7591e-04 (law -4.7591e-04) t
 sq (E+F)/2-E0 -3.3329e-05 (law -3.3333e-05) t
 hc E-E0 +1.0622e-05 (law +1.0604e-05) t
 hc F-E0 -5.3064e-06 (law -5.3018e-06) t
 hc (E+F)/2-E0 +2.658e-06, (E+2F)/3-E0 +3.077e-09 t
sigma=0.1 t, N=24 sq: E -1.612410, F -1.630075, (E+F)/2 error -1.033e-04 t
sigma=0.1 t, N=24 hc: E -1.573194, F -1.575276, (E+2F)/3 error +1.525e-05 t
sq mu=-1 t: n = 0.616625, E = -1.454530 t, g = 0.14191 /t (triangle 0.14188)
sq mu=-1 t, N=480: Omega error 2.0769e-05, law 2.0769e-05, corrected -2.6e-09 t
```
